# Wu–Yang inversion: concavity, Newton scheme, finite-basis failures and regularisation, part 1

(Sections cited here and not found follow in the second part.)

## Result

Take a closed-shell system of $N=2n$ electrons with real orbitals, in atomic units, and a target density $\rho_0$ with $\int\rho_0=N$. Write the trial potential as $v_b=v_{\rm ref}+\sum_{t=1}^{P}b_t g_t$. In an orthonormal orbital basis of $n_b$ functions the one-electron Hamiltonian is $h(b)=h_0+G(b)$, with $h_0=T+V_{\rm ref}$, $G(b)=\sum_t b_tG_t$ and $G_{t,pq}=\langle p|g_t|q\rangle$. Its eigenvalues $\varepsilon_p(b)$ are in rising order; $i$ labels the lowest $n$ states and $a$ the others. With $m_{0t}=\int g_t\rho_0$ and $c_0=\int v_{\rm ref}\rho_0$, the Wu–Yang functional is

$$W(b)=2\sum_{i=1}^{n}\varepsilon_i(b)-b\cdot m_0-c_0 .$$

$W$ is concave for all $b$. Where the gap $\Delta=\varepsilon_{n+1}-\varepsilon_n$ is positive,

$$\mathsf g_t=\frac{\partial W}{\partial b_t}=\int g_t(\rho_b-\rho_0),\qquad H_{st}=\frac{\partial^2W}{\partial b_s\partial b_t}=4\sum_{i,a}\frac{G_{s,ia}G_{t,ia}}{\varepsilon_i-\varepsilon_a},$$

where $\rho_b$ is the ground-state density of $h(b)$. If $\rho_b=\rho_0$, then $b$ maximises $W$ and $W=T_s[\rho_0]$, with the search that defines $T_s$ restricted to the density matrices of the orbital basis. Concavity is not strict: in finite bases the maximiser may be non-unique, absent or located at a level crossing, and the supremum need not be $T_s$. Maximising $W_\lambda=W-\lambda\int|\nabla(v_b-v_{\rm ref})|^2$ restores existence and uniqueness, provided no combination of the $g_t$ is constant, at the price of a bias that is estimated below to first order.

## From the constrained search to a concave functional

Let $\Gamma$ be the set of symmetric matrices with $0\le\gamma\le2$ and ${\rm Tr}\,\gamma=N$. Every spin-summed density matrix of an $N$-electron state lies in $\Gamma$, because the number operator of a spin orbital has eigenvalues 0 and 1. Conversely, two fractional eigenvalues of $\gamma$ can always be moved in opposite directions at fixed trace, so the extreme points of $\Gamma$ have eigenvalues 0 and 2 only, and each $\gamma\in\Gamma$ is a mixture of closed-shell determinants. The ensemble constrained search defines $T_s[\rho_0]=\min\{{\rm Tr}\,\gamma T:\ \gamma\in\Gamma,\ \rho_\gamma=\rho_0\}$. The constraint holds at each point, so its Lagrange multiplier is a function, which is taken to be $v_b$:

$$\mathcal L(\gamma,b)={\rm Tr}\,\gamma T+\int v_b(\rho_\gamma-\rho_0)={\rm Tr}\,\gamma h(b)-b\cdot m_0-c_0 .$$

The second form uses $\int v\rho_\gamma={\rm Tr}\,\gamma V$. To minimise over $\gamma$, let $f_p=\gamma_{pp}\in[0,2]$ be the diagonal of $\gamma$ in the eigenbasis of $h$. The trace condition gives $\sum_a f_a=\sum_i(2-f_i)$, so

$${\rm Tr}\,\gamma h-2\sum_i\varepsilon_i=\sum_a f_a\varepsilon_a-\sum_i(2-f_i)\varepsilon_i\ \ge\ \varepsilon_{n+1}\sum_af_a-\varepsilon_n\sum_i(2-f_i)=\Delta\sum_a f_a\ge0 .$$

Hence $W(b)=\min_\Gamma\mathcal L(\gamma,b)$. For $\Delta>0$ equality forces $f_a=0$ and $f_i=2$; a positive semidefinite matrix with a zero diagonal element has a zero row there, and applying this to $\gamma$ and $2-\gamma$ gives the unique minimiser $\gamma_b=2\Pi$, with $\Pi$ the projector on the lowest $n$ states.

Concavity follows because $\mathcal L$ is affine in $b$. For $b=\theta b'+(1-\theta)b''$ with $0\le\theta\le1$ and any minimiser $\gamma_b$,

$$W(b)=\theta\mathcal L(\gamma_b,b')+(1-\theta)\mathcal L(\gamma_b,b'')\ge\theta W(b')+(1-\theta)W(b''),$$

since each $\mathcal L(\gamma_b,\cdot)$ is at least the minimum over $\gamma$. No gap was assumed. The same inequality $W(b)\le\mathcal L(\gamma_0,b)$, used with any $\gamma_0\in\Gamma$ in the orbital basis whose density is $\rho_0$, gives weak duality, $W(b)\le{\rm Tr}\,\gamma_0T$ for all $b$. If $\rho_b=\rho_0$, then $W(b)={\rm Tr}\,\gamma_bT\ge T_s$, while weak duality gives $W\le T_s$; so $W(b)=T_s$ within that orbital basis, $b$ is a maximiser, and the ensemble search is won by a determinant. Adding a constant $\mu$ to $v_b$ adds $2n\mu-\mu\int\rho_0=0$ to $W$.

What the supremum is in general follows from a separation argument. Let $\mathcal M=\{m:\ m_t={\rm Tr}\,\gamma G_t,\ \gamma\in\Gamma\}$ and, for $m_0\in\mathcal M$,

$$F(m_0)=\min\{{\rm Tr}\,\gamma h_0-c_0:\ \gamma\in\Gamma,\ {\rm Tr}\,\gamma G_t=m_{0t}\}.$$

Then $W\le F(m_0)$, because the term $b\cdot(m-m_0)$ of $\mathcal L$ vanishes for these $\gamma$. The set $A$ of pairs $(m,\tau)=({\rm Tr}\,\gamma G_t,{\rm Tr}\,\gamma h_0-c_0)$ is compact and convex, and for $\delta>0$ the ray $\{(m_0,\tau'):\tau'\le F-\delta\}$ misses it. A separating hyperplane $(\beta,\mu)$ obeys $\beta\cdot m+\mu\tau>\beta\cdot m_0+\mu\tau'$ for all points of the two sets. Sending $\tau'\to-\infty$ excludes $\mu<0$, and choosing $m=m_0$ excludes $\mu=0$. With $b=\beta/\mu$ one has $\tau+b\cdot(m-m_0)>F-\delta$ on all of $A$, that is $W(b)>F-\delta$. Therefore $\sup W=F(m_0)$. If the moments fix the density, the $v_{\rm ref}$ terms cancel and $F$ is the ensemble $T_s$ over the density matrices of the orbital basis. The proof is finite-dimensional and covers a real-space grid; its continuum counterpart is Lieb's Legendre-transform functional. With few $g_t$ the search has fewer constraints, and at a gapped maximiser $W={\rm Tr}\,\gamma_bT+\int v_{\rm ref}(\rho_b-\rho_0)$, which equals the kinetic energy of the orbitals only if the last integral vanishes, as it does for $v_{\rm ref}=0$.

## Gradient and Hessian

For $\Delta>0$, $\Pi$ is a contour integral of the resolvent of $h$ around the occupied levels and so depends smoothly on $b$, even when occupied levels are degenerate among themselves. Varying $\Pi^2=\Pi$ gives $\delta\Pi=\Pi\,\delta\Pi+\delta\Pi\,\Pi$. In the occupied block this reads $\delta\Pi_{ij}=2\delta\Pi_{ij}$ and in the virtual block $\delta\Pi_{ab}=0$, so only occupied–virtual elements survive. Varying $[h,\Pi]=0$ gives $[h,\delta\Pi]+[\delta h,\Pi]=0$, whose $ai$ element is $(\varepsilon_a-\varepsilon_i)\delta\Pi_{ai}+\delta h_{ai}=0$, so that

$$\delta\Pi_{ai}=\delta\Pi_{ia}=\frac{\delta h_{ai}}{\varepsilon_i-\varepsilon_a}.$$

The eigenvalue sum is $E=2\,{\rm Tr}\,\Pi h$, with $\delta E=2\,{\rm Tr}\,\Pi\,\delta h+2\,{\rm Tr}\,\delta\Pi\,h$. The last trace vanishes because $h$ is diagonal and $\delta\Pi$ has no diagonal. With $\delta h=G_t\,\delta b_t$ this gives $\mathsf g_t=m_t(b)-m_{0t}$, where $m_t(b)=2\,{\rm Tr}\,\Pi G_t=\int g_t\rho_b$. A second derivative gives

$$H_{st}=2\,{\rm Tr}\,(\partial_s\Pi\,G_t)=2\sum_{ia}\left(\partial_s\Pi_{ai}G_{t,ia}+\partial_s\Pi_{ia}G_{t,ai}\right)=4\sum_{ia}\frac{G_{s,ia}G_{t,ia}}{\varepsilon_i-\varepsilon_a}.$$

One factor 2 is the spin occupation and the other counts the two off-diagonal blocks. For complex orbitals the numerator is ${\rm Re}\,G_{s,ai}^*G_{t,ai}$. With $B_{ia,t}=G_{t,ia}$ and the positive diagonal matrix $D_{ia}=4/(\varepsilon_a-\varepsilon_i)$, $H=-B^{\sf T}DB$ is negative semidefinite. It is the static noninteracting response function projected on the $g_t$. On a model ring with random sine and cosine coefficients, central differences of $W$ reproduce the gradient to an absolute $3.7\times10^{-8}$ and the Hessian to $7.7\times10^{-6}$ of its largest element; the numerical check also tests concavity, weak duality and the constant shift.

At $\Delta=0$ the minimiser $\gamma$ is not unique, and the vectors ${\rm Tr}\,\gamma G_t-m_{0t}$ of the minimisers can differ, in which case $W$ has a kink. If one of them is zero, $W(b')\le\mathcal L(\gamma,b')=W(b)$ for all $b'$, so the point is a maximum, reached by a $\gamma$ that in general has fractional occupations.

## The scheme and its cost

With $K_{st}=\int\nabla g_s\cdot\nabla g_t$ the penalised functional is $W_\lambda=W-\lambda b^{\sf T}Kb$, with gradient $\mathsf g_\lambda=\mathsf g-2\lambda Kb$ and Hessian $H_\lambda=H-2\lambda K$; $\lambda=0$ is the plain method. The Newton step $s=-H_\lambda^{-1}\mathsf g_\lambda$ maximises the quadratic model, goes uphill because $\mathsf g_\lambda\cdot s=\mathsf g_\lambda^{\sf T}(-H_\lambda)^{-1}\mathsf g_\lambda>0$, and predicts the gain $\tfrac12\mathsf g_\lambda\cdot s$.

```
once:  X = S^(-1/2);  h0, G_t in the orthonormal basis;  m0, c0, K;  b = 0
repeat
   h = h0 + sum_t b_t G_t;   diagonalise h -> eps, C_occ, C_virt
   if gap < threshold: stop and report (gradient and Hessian undefined)
   g_t = 2 Tr(C_occ^T G_t C_occ) - m0_t - 2 lam (K b)_t
   if |g| < tol: return b, W, gap, spectrum of H
   B_(ia,t) = (C_occ^T G_t C_virt)_ia
   H = 4 B^T diag(1/(eps_i - eps_a)) B - 2 lam K
   solve H s = -g by diagonalising H
   step = 1;  halve step until W_lam(b + step s) > W_lam(b) - roundoff slack
   b = b + step s
```

The slack is needed because near the maximum the predicted gain falls below the rounding error of the eigenvalue sum. With $n_v=n_b-n$, storage is $Pn_b^2$. One iteration costs $Pn_b^2$ for $h$, order $n_b^3$ for each diagonalisation (one more for each trial step), $Pnn_b^2+Pnn_vn_b$ for $B$, $P^2nn_v$ for $H$ and order $P^3$ for the solve. Two-electron integrals enter only once, if $v_{\rm ref}$ contains the Hartree potential of $\rho_0$. Near a gapped maximiser with nonsingular $H_\lambda$, Newton's method converges quadratically.

## Ill conditioning in a converged basis

Stationarity at $\lambda=0$ reads $m(b)=m_0$, and $\partial m/\partial b=H$, so an error in the target moves the solution by $\delta b=H^{-1}\delta m_0$ to first order. The small eigenvalues of $-H$ set the amplification, and a ring shows where they come from.

Six electrons move on a ring of length $L$ with $\kappa=2\pi/L$, plane-wave orbitals $e^{ik\kappa x}/\sqrt L$ with $|k|\le M$, and $g_q=\cos q\kappa x$. At $v=0$, $\varepsilon_k=\kappa^2k^2/2$ and $k=0,\pm1$ are occupied. Since $\langle k\pm q|g_q|k\rangle=\tfrac12$ and all other elements vanish, $H$ is diagonal in $q$, the factor $4\cdot\tfrac14$ is one, and

$$H_{qq}=\sum_{k=0,\pm1}\ \sum_{\pm}\frac{1}{\varepsilon_k-\varepsilon_{k\pm q}},$$

keeping only terms with $1<|k\pm q|\le M$. For $3\le q\le M-1$ all six terms are present. With $\varepsilon_k-\varepsilon_{k\pm q}=-\kappa^2(q^2\pm2kq)/2$ and $\frac1{q^2+2kq}+\frac1{q^2-2kq}=\frac{2}{q^2-4k^2}$,

$$H_{qq}=-\frac{4}{\kappa^2}\left[\frac1{q^2}+\frac{2}{q^2-4}\right]\ \longrightarrow\ -\frac{12}{\kappa^2q^2}=-\frac{2N}{Q^2},\qquad Q=q\kappa .$$

Electrons respond weakly to short waves because the kinetic cost of following them grows as $Q^2$. A density error $\eta\cos Qx$ has $\delta m_q=\eta L/2$ and hence $\delta b_q\approx-\eta Q^2/(4\bar n)$ with $\bar n=N/L$, for a uniform ring at large $Q$. The inversion acts like a second derivative divided by the density, and the condition number grows without limit as $P$ grows.

For numbers, $L=10$ Å, so $\kappa^2/2=1.5041$ eV and $\bar n=0.600$ Å$^{-1}$. At $q=5$, $H=-(4/3.0082)(0.04+0.09524)=-0.1798$ eV$^{-1}$, as the second difference of the eigenvalue sum confirms; at $q=20$ the value $-0.01004$ eV$^{-1}$ is within 1% of the limit $-0.00997$ eV$^{-1}$. The target is the density of $v^*=-3\cos\kappa x+\cos2\kappa x-0.5\cos3\kappa x$ in eV, with gap 3.58 eV and minimum density 0.171 Å$^{-1}$. With $M=24$ and $P=16$, Newton starts from $W(0)=4\times1.5041=6.016$ eV, the kinetic energy of the uniform ring, and after 5 steps gives $W=T_s=8.5404$ eV ($0.31385$ hartree) with coefficients correct to $10^{-13}$ eV. The Hessian there spans $-0.5912$ to $-0.00795$ eV$^{-1}$, a condition number of 74. An error $\eta=0.001$ Å$^{-1}$ shifts $b_3$ by $-0.0146$ eV and $b_{10}$ by $-0.160$ eV, and reinversion agrees with $H^{-1}\delta m_0$. The shift at $q=10$ is 28% larger than the uniform estimate of 0.125 eV. A conjecture, not tested here, is that $1/\bar n$ is replaced by the average of $1/\rho_0(x)$, which is larger.

## Failure modes in finite bases

The first is the null space. $B$ has $nn_v$ rows, so ${\rm rank}\,H\le nn_v$. If $Bc=0$, then $G(c)$ has no occupied–virtual block, $h+\tau G(c)$ stays block diagonal, and $\Pi$ is unchanged for finite $\tau$ as long as the gap stays open. No level moves by more than $|\tau|\,\|G(c)\|$, so this holds at least for $2|\tau|\,\|G(c)\|<\Delta$. Along this line $W$ is linear with slope $c\cdot\mathsf g$. If the slope is zero at a solution, different potentials give the same density. If it is not zero, $Hs=-\mathsf g$ has no solution, since $c^{\sf T}Hs=0$, and $W$ rises linearly along this line, in the direction of positive slope, as long as the gap stays open. Once the gap has closed, $W$ may turn down or go on rising; if the gap never closes, $W$ rises without limit. For $M=2$ with eight sine and cosine potentials the rank is $3\times2=6$; a step of 0.5 eV along a null vector with $\|G(c)\|=0.510$ changes $\gamma$ by $2\times10^{-15}$, against 0.12 for the same step in $\cos\kappa x$. Truncation also erodes the response before removing it. On the uniform ring with $M=6$, $q=7$ keeps only $k=\pm1\to\mp6$, so $H=-4/(35\times3.0082)=-0.0380$ eV$^{-1}$, and $H_{qq}=0$ for $q\ge M+2$ because $|k\pm q|\ge q-1>M$.

The second is the absence of a maximum. Define

$$s(c)=\min_\Gamma{\rm Tr}\,\gamma G(c)-c\cdot m_0=\min_{m\in\mathcal M}c\cdot(m-m_0),$$

where the first minimum is twice the sum of the lowest $n$ eigenvalues of $G(c)$. In $\mathcal L(\gamma,\Lambda c)=({\rm Tr}\,\gamma h_0-c_0)+\Lambda c\cdot(m-m_0)$ the first term is bounded on $\Gamma$ by some $C$, so $|W(\Lambda c)-\Lambda s(c)|\le C$ for $\Lambda>0$. If $m_0\notin\mathcal M$, a hyperplane separates the point from the compact convex set, some $s(c)$ is positive and $W$ is unbounded. If $m_0\in\mathcal M$, then $s\le0$ and $W\le F$. If $\mathcal M$ contains a ball of radius $\sigma$ about $m_0$, the choice $m=m_0-\sigma c/|c|$ gives $s\le-\sigma|c|$, so $W\to-\infty$ in all directions and the maximum is attained. The plainest unbounded case is $G(c)=0$ with $c\cdot m_0\neq0$, which on the ring occurs for $q>2M$. For $M=3$ and the converged target, $m_{0,7}=2.525\times10^{-3}$, and $b_7=-10^5$ eV gives $W=6.02+252.5=258.5$ eV, far above $T_s$.

The third is collapse. Suppose $\gamma_0$ lives in the orbital basis and the $G_t$ span $-h_0$. Choose $b$ with $h(b)=0$. All levels are then degenerate at zero and

$$W=-b\cdot m_0-c_0=-{\rm Tr}\,\gamma_0\,[G(b)+V_{\rm ref}]={\rm Tr}\,\gamma_0T .$$

Weak duality makes this the maximum. For a correlated $\gamma_0$ it is the interacting kinetic energy, although the formalism in a complete basis would give $T_s$.

The Wu–Yang functional has been shown to be concave, its gradient, Hessian and Newton scheme have been derived, and its ill conditioning and three finite-basis failure modes have been identified. What remains is to see how a gradient penalty restores a unique maximiser and at what bias, and to compare balanced and unbalanced bases for helium.

All numerical values are calculated from the stated model.
